# Zero-Point Energy of Hafnia under a One Percent Frequency Shift: a program that tests the result

```python
"""
Result under test: a harmonic crystal with three atoms per formula unit has
nine modes per formula unit. If all frequencies are multiplied by 1 + delta,
its zero-point energy per formula unit changes by
    dE = (9/2) * h * nu_mean * delta
h: Planck constant; nu_mean: arithmetic mean of all mode frequencies (Hz);
delta: fractional frequency shift. At temperature T, with all nine modes at
nu_mean, the first-order free-energy change is dE * coth(h nu_mean / 2 k_B T).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

h = const.h
hbar = const.hbar
k_B = const.k
atomic_mass = const.atomic_mass

nu_mean = 10.0e12
delta = 0.01
temperature = 300.0
modes_per_formula = 3 * 3

# Estimate from the derived formula
quantum = h * nu_mean
zero_point = 0.5 * modes_per_formula * quantum
change = zero_point * delta


# Test 1: oscillator ground state from a finite-difference Hamiltonian
def grid_ground_energy(frequency, mass, positions):
    """Lowest eigenvalue in joules; the matrix is held in units of 1e-21 J."""
    unit = 1.0e-21
    step = positions[1] - positions[0]
    hopping = hbar**2 / (2.0 * mass * step**2) / unit
    potential = 0.5 * mass * (2 * np.pi * frequency * positions) ** 2 / unit
    diagonal = 2.0 * hopping + potential
    off_diagonal = -hopping * np.ones(len(positions) - 1)
    lowest = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                              select="i", select_range=(0, 0))[0]
    return lowest * unit


light_mass = 16.0 * atomic_mass
heavy_mass = 180.0 * atomic_mass
length = np.sqrt(hbar / (light_mass * 2 * np.pi * nu_mean))
positions = np.linspace(-7 * length, 7 * length, 1201)
ground_before = grid_ground_energy(nu_mean, light_mass, positions)
ground_after = grid_ground_energy(nu_mean * (1 + delta), light_mass, positions)
grid_change = ground_after - ground_before
# The grid error is of second order in the step, about 1e-5 in relative size.
assert abs(ground_before / (0.5 * quantum) - 1) < 1e-4
assert abs(grid_change / (change / modes_per_formula) - 1) < 2e-4


# Test 2: all modes of a periodic model crystal in the fluorite arrangement
def crystal_frequencies(cells, k_long, k_trans):
    """Frequencies (Hz) of cells**3 formula units joined by springs.

    Each light atom has four heavy neighbours. k_long acts along a bond and
    k_trans across it (N/m).
    """
    size = 9 * cells**3
    stiffness = np.zeros((size, size))
    heavy_offsets = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])
    directions = np.array([[-1, -1, -1], [-1, 1, 1],
                           [1, -1, 1], [1, 1, -1]]) / np.sqrt(3.0)

    def first_index(cell, atom):
        i, j, k = np.mod(cell, cells)
        return 3 * (3 * ((i * cells + j) * cells + k) + atom)

    for cell in np.ndindex(cells, cells, cells):
        for atom, sign in ((1, 1), (2, -1)):
            for offset, direction in zip(heavy_offsets, directions):
                along = np.outer(direction, direction)
                bond = k_long * along + k_trans * (np.eye(3) - along)
                a = first_index(np.array(cell), atom)
                b = first_index(np.array(cell) + sign * offset, 0)
                stiffness[a:a + 3, a:a + 3] += bond
                stiffness[b:b + 3, b:b + 3] += bond
                stiffness[a:a + 3, b:b + 3] -= bond
                stiffness[b:b + 3, a:a + 3] -= bond
    cell_masses = np.repeat([heavy_mass, light_mass, light_mass], 3)
    root_mass = np.sqrt(np.tile(cell_masses, cells**3))
    dynamical = stiffness / np.outer(root_mass, root_mass)
    squares = np.linalg.eigvalsh(dynamical)
    assert squares.min() > -1e-10 * squares.max()
    return np.sqrt(np.clip(squares, 0.0, None)) / (2 * np.pi)


cells = 4
formula_units = cells**3
trans_ratio = 0.2
trial = crystal_frequencies(cells, 1.0, trans_ratio)
k_long = (nu_mean / trial.mean()) ** 2
k_trans = trans_ratio * k_long
before = crystal_frequencies(cells, k_long, k_trans)
stiffening = (1 + delta) ** 2
after = crystal_frequencies(cells, stiffening * k_long, stiffening * k_trans)
crystal_change = 0.5 * h * (after.sum() - before.sum()) / formula_units
moving = before[before > 1.0e9]
assert len(moving) == modes_per_formula * formula_units - 3
assert moving.max() > 2 * moving.min()
assert abs(crystal_change / change - 1) < 1e-5

rms_frequency = np.sqrt(np.mean(before**2))
zone_centre_mean = crystal_frequencies(1, k_long, k_trans).mean()
assert rms_frequency > 1.01 * before.mean()
assert zone_centre_mean < 0.99 * before.mean()


# Test 3: free-energy change from an explicit sum over oscillator levels
def free_energy(frequency, temp):
    levels = (np.arange(3000) + 0.5) * h * frequency
    return -k_B * temp * np.log(np.sum(np.exp(-levels / (k_B * temp))))


def summed_free_change(temp):
    return modes_per_formula * (free_energy(nu_mean * (1 + delta), temp)
                                - free_energy(nu_mean, temp))


def formula_free_change(temp):
    return change / np.tanh(quantum / (2 * k_B * temp))


free_change = summed_free_change(temperature)
free_first_order = formula_free_change(temperature)
# The formula is first order in delta; the neglected part is below delta / 2.
assert abs(free_change / free_first_order - 1) < delta / 2
assert abs(summed_free_change(20.0) / change - 1) < 1e-6
hot = 20000.0
classical_hot = modes_per_formula * k_B * hot * delta
assert abs(summed_free_change(hot) / classical_hot - 1) < 0.006
assert free_change > change

meV = 1.0e-3 * const.e
print("INPUTS")
print(f"Planck constant h = {h:.8e} J s")
print(f"mean frequency = {nu_mean / 1e12:.1f} THz")
print(f"fractional shift = {delta:.2f}")
print(f"modes per formula unit = {modes_per_formula}")
print("ESTIMATE PER FORMULA UNIT")
print(f"one quantum h nu = {quantum:.4e} J = {quantum / meV:.2f} meV")
print(f"zero-point energy = {zero_point:.4e} J = {zero_point / meV:.1f} meV")
print(f"zero-point change = {change:.4e} J = {change / meV:.3f} meV")
print(f"zero-point change = {change * const.N_A / 1000:.4f} kJ/mol")
print(f"change per mode = {change / modes_per_formula:.4e} J")
print(f"force-constant rise needed = {100 * (stiffening - 1):.2f} percent")
print("OSCILLATOR ON A GRID")
print(f"ground-state energy = {ground_before:.5e} J")
print(f"half quantum = {0.5 * quantum:.5e} J")
print(f"change after the shift = {grid_change:.4e} J")
print("MODEL CRYSTAL")
print(f"heavy mass = {heavy_mass / atomic_mass:.0f} u")
print(f"light mass = {light_mass / atomic_mass:.0f} u")
print(f"formula units = {formula_units}")
print(f"all modes = {len(before)}, with nonzero frequency = {len(moving)}")
print(f"spring along bond = {k_long:.2f} N/m")
print(f"spring across bond = {k_trans:.2f} N/m")
print(f"lowest nonzero frequency = {moving.min() / 1e12:.2f} THz")
print(f"highest frequency = {moving.max() / 1e12:.2f} THz")
print(f"arithmetic mean = {before.mean() / 1e12:.3f} THz")
print(f"root-mean-square = {rms_frequency / 1e12:.3f} THz")
print(f"zone-centre mean = {zone_centre_mean / 1e12:.3f} THz")
print(f"zero-point change per formula unit = {crystal_change:.4e} J")
print("FREE ENERGY, ALL NINE MODES AT THE MEAN FREQUENCY")
print(f"temperature = {temperature:.0f} K")
print(f"k_B T = {k_B * temperature:.4e} J")
print(f"h nu / k_B T = {quantum / (k_B * temperature):.4f}")
print(f"coth factor = {free_first_order / change:.4f}")
print(f"first-order free-energy change = {free_first_order:.4e} J")
print(f"free-energy change from level sum = {free_change:.4e} J")
print(f"classical value 9 k_B T delta = "
      f"{modes_per_formula * k_B * temperature * delta:.4e} J")
print(f"zero-point change / free-energy change = {change / free_change:.3f}")
print("done: every assertion held")
```

Output:

```
INPUTS
Planck constant h = 6.62607015e-34 J s
mean frequency = 10.0 THz
fractional shift = 0.01
modes per formula unit = 9
ESTIMATE PER FORMULA UNIT
one quantum h nu = 6.6261e-21 J = 41.36 meV
zero-point energy = 2.9817e-20 J = 186.1 meV
zero-point change = 2.9817e-22 J = 1.861 meV
zero-point change = 0.1796 kJ/mol
change per mode = 3.3130e-23 J
force-constant rise needed = 2.01 percent
OSCILLATOR ON A GRID
ground-state energy = 3.31301e-21 J
half quantum = 3.31304e-21 J
change after the shift = 3.3130e-23 J
MODEL CRYSTAL
heavy mass = 180 u
light mass = 16 u
formula units = 64
all modes = 576, with nonzero frequency = 573
spring along bond = 92.15 N/m
spring across bond = 18.43 N/m
lowest nonzero frequency = 2.20 THz
highest frequency = 13.90 THz
arithmetic mean = 10.000 THz
root-mean-square = 10.911 THz
zone-centre mean = 8.901 THz
zero-point change per formula unit = 2.9817e-22 J
FREE ENERGY, ALL NINE MODES AT THE MEAN FREQUENCY
temperature = 300 K
k_B T = 4.1419e-21 J
h nu / k_B T = 1.5997
coth factor = 1.5061
first-order free-energy change = 4.4908e-22 J
free-energy change from level sum = 4.4758e-22 J
classical value 9 k_B T delta = 3.7278e-22 J
zero-point change / free-energy change = 0.666
done: every assertion held
```
